**Refraction-corrected Bragg law tested on a Mo/Si multilayer**

The program tests \(\sin^2\theta_m=(\lambda/2\Lambda)^2m^2+2\bar\delta\), where \(\theta_m\) is the grazing angle of the centre of peak \(m\), \(\lambda\) the wavelength, \(\Lambda\) the period and \(\bar\delta\) the period-averaged index decrement. Stop-band edges come from the transfer matrix of one lossless period, and the reflectivity of the 40-period absorbing stack comes from the Parratt recursion. The program asserts that the errors of both the band-centre law and the phase condition fall fourfold, within 5%, when \(\delta\) is halved in the weak-index regime, and that the half-width there follows \(2|\delta_m|\) within 2%, with \(\delta_m\) the Fourier component of the index profile. It also asserts that the half-height midpoints of orders 1 to 4 lie within 10% of \(2\bar\delta\) from the law, and that their fit returns the period within 0.2% and the intercept within 10%. The output shows a fitted period of 6.9989 nm for an input of 7.0 nm, and a mean decrement of 1.583e-05 for an input of 1.610e-05. The first reflectivity maximum is displaced to lower angle when Mo absorbs and to higher angle when Si absorbs, which the program asserts at fixed mean absorption. Further lines give the effects of roughness, an angular zero error and the Kα doublet.

## Check in Python

```python
"""
Result under test: for a periodic multilayer the centre of Bragg peak m obeys
    sin^2(theta_m) = (lambda/(2*period))^2 * m^2 + 2*mean_delta
to first order in delta, with stop-band half-width 2*|delta_m| in sin^2(theta).
Symbols: theta = grazing angle from the surface; n = 1 - delta + i*beta;
S = sin^2(theta); gamma = thickness fraction of the denser layer (Mo);
delta_m = m-th Fourier component of delta(z) over one period.
Independent roads: exact one-period transfer matrix (band edges) and the
Parratt recursion for the finite absorbing stack. Lengths are in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

wavelength = 0.154
period = 7.0
gamma = 0.4
n_periods = 40
delta_mo, beta_mo = 2.9e-5, 2.0e-6      # rough typical values
delta_si, beta_si = 7.5e-6, 1.7e-7      # rough typical values
k = 2 * np.pi / wavelength
orders = np.array([1, 2, 3, 4])
slope_law = (wavelength / (2 * period))**2
mean_delta = gamma * delta_mo + (1 - gamma) * delta_si
mean_beta = gamma * beta_mo + (1 - gamma) * beta_si
law = slope_law * orders**2 + 2 * mean_delta


def half_width_law(m, scale=1.0):
    contrast = scale * (delta_mo - delta_si)
    return 2 * contrast * abs(np.sin(np.pi * m * gamma)) / (np.pi * m)


def normal_components(S, scale):
    """Normal wavevectors (units of k) in lossless Mo and Si layers."""
    q_a = np.sqrt(S + (1 - scale * delta_mo)**2 - 1)
    q_b = np.sqrt(S + (1 - scale * delta_si)**2 - 1)
    return q_a, q_b


def band_edges(m, scale=1.0):
    """Exact stop-band edges in S: half trace of the period matrix = +-1."""
    def excess(S):
        q_a, q_b = normal_components(S, scale)
        pa, pb = k * q_a * gamma * period, k * q_b * (1 - gamma) * period
        half_trace = (np.cos(pa) * np.cos(pb)
                      - 0.5 * (q_a / q_b + q_b / q_a) * np.sin(pa) * np.sin(pb))
        return (-1)**m * half_trace - 1
    guess = slope_law * m**2 + 2 * scale * mean_delta
    reach = 3 * half_width_law(m, scale)
    low = brentq(excess, guess - reach, guess, xtol=1e-18)
    high = brentq(excess, guess, guess + reach, xtol=1e-18)
    return low, high


def phase_root(m, scale=1.0):
    """S at which the one-way phase through one period is exactly m*pi."""
    def mismatch(S):
        q_a, q_b = normal_components(S, scale)
        return gamma * q_a + (1 - gamma) * q_b - m * wavelength / (2 * period)
    return brentq(mismatch, 2 * scale * delta_mo,
                  4 * slope_law * m**2, xtol=1e-18)


def reflectivity(S, b_mo=beta_mo, b_si=beta_si, roughness=0.0):
    """Parratt recursion: vacuum / (Mo, Si) * n_periods / Si substrate."""
    q_vac = np.sqrt(S.astype(complex))
    q_mo = np.sqrt(S + (1 - delta_mo + 1j * b_mo)**2 - 1)
    q_si = np.sqrt(S + (1 - delta_si + 1j * b_si)**2 - 1)
    q = [q_vac] + [q_mo, q_si] * n_periods + [q_si]
    thick = [0.0] + [gamma * period, (1 - gamma) * period] * n_periods + [0.0]
    r = np.zeros_like(q_vac)
    for i in range(len(q) - 2, -1, -1):
        fresnel = (q[i] - q[i + 1]) / (q[i] + q[i + 1])
        fresnel = fresnel * np.exp(-2 * k**2 * q[i] * q[i + 1] * roughness**2)
        below = r * np.exp(2j * k * q[i + 1] * thick[i + 1])
        r = (fresnel + below) / (1 + fresnel * below)
    return np.abs(r)**2


def find_peak(m, **options):
    """Highest point, half-height midpoint, full width (in S), and maximum."""
    S = np.linspace((m - 0.3)**2 * slope_law, (m + 0.5)**2 * slope_law, 6001)
    R = reflectivity(S, **options)
    top = int(np.argmax(R))
    half = R[top] / 2
    i = top
    while R[i] > half:
        i -= 1
    j = top
    while R[j] > half:
        j += 1
    left = S[i] + (half - R[i]) / (R[i + 1] - R[i]) * (S[i + 1] - S[i])
    right = S[j - 1] + (half - R[j - 1]) / (R[j] - R[j - 1]) * (S[j] - S[j - 1])
    return S[top], (left + right) / 2, right - left, R[top]


def degrees(S):
    return np.degrees(np.arcsin(np.sqrt(S)))


def fit_line(S_values, m_values=orders):
    slope, intercept = np.polyfit(m_values**2, S_values, 1)
    return slope, intercept


# Free-electron estimate of delta from rough densities (g/cm3) and masses
r_e = const.physical_constants['classical electron radius'][0]


def free_electron_delta(density, molar_mass, Z):
    electrons = density * 1e6 / molar_mass * const.N_A * Z
    return r_e * (wavelength * 1e-9)**2 * electrons / (2 * np.pi)


fe_mo = free_electron_delta(10.2, 95.95, 42)
fe_si = free_electron_delta(2.33, 28.09, 14)
assert abs(fe_mo / delta_mo - 1) < 0.05 and abs(fe_si / delta_si - 1) < 0.05

# Both derivations: error of the law must be second order in delta
for m in orders:
    errors_band, errors_phase = [], []
    for scale in (1 / 16, 1 / 32):
        target = slope_law * m**2 + 2 * scale * mean_delta
        lo, hi = band_edges(m, scale)
        errors_band.append((lo + hi) / 2 - target)
        errors_phase.append(phase_root(m, scale) - target)
        assert abs((hi - lo) / 2 / half_width_law(m, scale) - 1) < 0.02
    assert abs(errors_band[0] / errors_band[1] / 4 - 1) < 0.05
    assert abs(errors_phase[0] / errors_phase[1] / 4 - 1) < 0.05

edges = np.array([band_edges(m) for m in orders])
centres = edges.mean(axis=1)
half_widths = (edges[:, 1] - edges[:, 0]) / 2
phase_roots = np.array([phase_root(m) for m in orders])
assert np.all(abs(centres - law) < 0.02 * 2 * mean_delta)

# A lossless stack must reflect almost fully at the predicted first centre
R_lossless = reflectivity(law[:1], b_mo=0.0, b_si=0.0)[0]
assert R_lossless > 0.999

# Full absorbing stack
peaks = np.array([find_peak(m) for m in orders])
apex, middle, width, R_max = peaks.T
slope_fit, intercept_fit = fit_line(middle)
period_fit = wavelength / (2 * np.sqrt(slope_fit))
assert np.all(abs(middle - law) < 0.10 * 2 * mean_delta)
assert abs(intercept_fit / (2 * mean_delta) - 1) < 0.10
assert abs(period_fit / period - 1) < 0.002
assert abs(middle[0] - law[0]) < abs(apex[0] - law[0])

# Cause of the displaced maximum: same mean absorption, put in one layer only
apex_abs_mo = find_peak(1, b_mo=mean_beta / gamma, b_si=0.0)[0]
apex_abs_si = find_peak(1, b_mo=0.0, b_si=mean_beta / (1 - gamma))[0]
assert apex_abs_mo < law[0] < apex_abs_si

# Sizes of neglected effects
slope_apex, intercept_apex = fit_line(apex)
_, intercept_apex_high = fit_line(apex[1:], orders[1:])
sigma = 0.3
middle_rough = np.array([find_peak(m, roughness=sigma)[1] for m in orders])
_, intercept_rough = fit_line(middle_rough)
zero_error = 0.005
shifted = np.sin(np.arcsin(np.sqrt(middle)) + np.radians(zero_error))**2
slope_zero, intercept_zero = fit_line(shifted)
doublet = 0.0025
theta4 = np.arcsin(np.sqrt(law[3]))
doublet_split = np.degrees(doublet * np.tan(theta4))
fwhm4 = degrees(middle[3] + width[3] / 2) - degrees(middle[3] - width[3] / 2)
apparent = orders * wavelength / (2 * np.sqrt(middle))

print(f"wavelength {wavelength} nm, period {period} nm, periods {n_periods}")
print(f"Mo fraction {gamma}, Mo {gamma*period:.1f} nm, "
      f"Si {(1-gamma)*period:.1f} nm")
print(f"delta Mo {delta_mo:.2e}, Si {delta_si:.2e} (rough inputs)")
print(f"beta Mo {beta_mo:.2e}, Si {beta_si:.2e} (rough inputs)")
print(f"free-electron delta Mo {fe_mo:.2e}, Si {fe_si:.2e}")
print(f"mean delta {mean_delta:.3e}, intercept 2*mean {2*mean_delta:.3e}")
print(f"law slope {slope_law:.4e}")
print("m, law sin^2, law angle (deg), uncorrected Bragg angle (deg)")
for i, m in enumerate(orders):
    print(f"{m} {law[i]:.5e} {degrees(law[i]):.4f} "
          f"{degrees(slope_law*m**2):.4f}")
print("m, exact band centre - law, phase root - law (in sin^2)")
for i, m in enumerate(orders):
    print(f"{m} {centres[i]-law[i]:+.2e} {phase_roots[i]-law[i]:+.2e}")
print("m, band half-width exact, from 2|delta_m| (in sin^2)")
for i, m in enumerate(orders):
    print(f"{m} {half_widths[i]:.3e} {half_width_law(m):.3e}")
print(f"lossless stack, reflectivity at first centre {R_lossless:.5f}")
print("absorbing stack: m, midpoint sin^2, midpoint (deg), maximum (deg), R max")
for i, m in enumerate(orders):
    print(f"{m} {middle[i]:.5e} {degrees(middle[i]):.4f} "
          f"{degrees(apex[i]):.4f} {R_max[i]:.3f}")
print("m, midpoint - law, maximum - law (in sin^2)")
for i, m in enumerate(orders):
    print(f"{m} {middle[i]-law[i]:+.2e} {apex[i]-law[i]:+.2e}")
print("apparent period from uncorrected law, m=1..4 (nm): "
      + " ".join(f"{p:.3f}" for p in apparent))
print(f"midpoint fit: slope {slope_fit:.4e}, intercept {intercept_fit:.3e}")
print(f"midpoint fit: period {period_fit:.4f} nm, "
      f"mean delta {intercept_fit/2:.3e}")
print(f"maximum fit, m=1..4: intercept {intercept_apex:.3e}, "
      f"period {wavelength/(2*np.sqrt(slope_apex)):.4f} nm")
print(f"maximum fit, m=2..4: intercept {intercept_apex_high:.3e}")
print(f"first maximum - law, absorption only in Mo {apex_abs_mo-law[0]:+.2e}")
print(f"first maximum - law, absorption only in Si {apex_abs_si-law[0]:+.2e}")
print(f"roughness {sigma} nm: midpoint-fit intercept {intercept_rough:.3e}")
print(f"zero error {zero_error} deg: intercept {intercept_zero:.3e}, "
      f"period {wavelength/(2*np.sqrt(slope_zero)):.4f} nm")
print(f"K-alpha doublet, rough relative split {doublet}: "
      f"{doublet_split:.4f} deg at m=4")
print(f"full width of peak m=4: {fwhm4:.4f} deg")
print(f"polarization: 1-cos(2 theta) at m=4 {1-np.cos(2*theta4):.4f}")
print("all assertions hold")
```

It prints:

```
wavelength 0.154 nm, period 7.0 nm, periods 40
Mo fraction 0.4, Mo 2.8 nm, Si 4.2 nm
delta Mo 2.90e-05, Si 7.50e-06 (rough inputs)
beta Mo 2.00e-06, Si 1.70e-07 (rough inputs)
free-electron delta Mo 2.86e-05, Si 7.44e-06
mean delta 1.610e-05, intercept 2*mean 3.220e-05
law slope 1.2100e-04
m, law sin^2, law angle (deg), uncorrected Bragg angle (deg)
1 1.53200e-04 0.7092 0.6303
2 5.16200e-04 1.3019 1.2606
3 1.12120e-03 1.9189 1.8911
4 1.96820e-03 2.5427 2.5218
m, exact band centre - law, phase root - law (in sin^2)
1 -2.07e-07 +9.51e-07
2 +2.14e-07 +2.31e-07
3 +9.35e-08 +1.02e-07
4 +5.38e-08 +5.71e-08
m, band half-width exact, from 2|delta_m| (in sin^2)
1 1.291e-05 1.302e-05
2 4.423e-06 4.023e-06
3 2.524e-06 2.682e-06
4 3.295e-06 3.254e-06
lossless stack, reflectivity at first centre 0.99999
absorbing stack: m, midpoint sin^2, midpoint (deg), maximum (deg), R max
1 1.52440e-04 0.7074 0.6895 0.817
2 5.15848e-04 1.3014 1.3009 0.358
3 1.12153e-03 1.9191 1.9191 0.098
4 1.96801e-03 2.5426 2.5425 0.108
m, midpoint - law, maximum - law (in sin^2)
1 -7.60e-07 -8.37e-06
2 -3.52e-07 -7.69e-07
3 +3.27e-07 +2.54e-07
4 -1.95e-07 -2.91e-07
apparent period from uncorrected law, m=1..4 (nm): 6.237 6.780 6.898 6.943
midpoint fit: slope 1.2104e-04, intercept 3.166e-05
midpoint fit: period 6.9989 nm, mean delta 1.583e-05
maximum fit, m=1..4: intercept 2.671e-05, period 6.9877 nm
maximum fit, m=2..4: intercept 3.162e-05
first maximum - law, absorption only in Mo -1.01e-05
first maximum - law, absorption only in Si +4.76e-06
roughness 0.3 nm: midpoint-fit intercept 3.170e-05
zero error 0.005 deg: intercept 3.388e-05, period 6.9884 nm
K-alpha doublet, rough relative split 0.0025: 0.0064 deg at m=4
full width of peak m=4: 0.0146 deg
polarization: 1-cos(2 theta) at m=4 0.0039
all assertions hold
```
